\section*{Quantum-well electron density from angle-dependent Raman plasmon energies}

\section*{Question}

I want to extract the sheet density $n$ of electrons in a quantum well from Raman plasmon lines. The laser arrives at an angle $\theta$ to the surface normal, and I collect the light that returns along the same path. To practise, I use synthetic energies for a CdTe well whose density I know.

The parameters are effective mass $m=0.10\,m_e$, static relative permittivity $\varepsilon=10$ in well and barriers, well width $L=20$ nm, and depth of the well centre below the surface $d=100$ nm. The laser wavelength is 765 nm, a photon energy of 1620.7 meV. The energies are numerical zeros of the random-phase dielectric function at zero temperature, for hard walls and air above the surface. Gaussian noise with standard deviation $\sigma=0.05$ meV was added:

\begin{center}
\begin{tabular}{lccccccc}
$\theta$ (deg) & 10 & 20 & 30 & 40 & 50 & 60 & 70\\
$E$ (meV) & 2.94 & 3.85 & 4.42 & 4.85 & 5.24 & 5.50 & 5.76
\end{tabular}
\end{center}

The density put in was $3.00\times10^{11}\ \mathrm{cm^{-2}}$. I fitted
\[
\omega^2=\frac{ne^2q}{2\varepsilon_0\varepsilon m}
\]
and obtained $3.28\times10^{11}\ \mathrm{cm^{-2}}$ with a standard error of only 0.03 in the same unit. A straight line through $\ln E$ against $\ln q$ has slope 0.39, not 0.5. Is my momentum transfer wrong? Should it contain the refractive index? Or is the square-root law the problem?

\section*{Answer}

Your $q$ needs no refractive index. The trouble is the square-root law with the bulk permittivity: it assumes that the surface is far away on the scale $1/q$, and yours is not. The correction can be calculated, and it leaves $n$ as the one fit parameter.

\subsection*{The momentum transfer}

The layers are uniform in the plane, so in-plane momentum is conserved. Let $k_i$ and $k_s$ be the wavenumbers in air of the incident and scattered light. The incident photon brings in-plane momentum $\hbar k_i\sin\theta$. The scattered photon goes back along the same path and carries $-\hbar k_s\sin\theta$. The plasmon takes the difference, so the two magnitudes add:
\begin{equation}
q=(k_i+k_s)\sin\theta=\frac{2E_L-E}{\hbar c}\,\sin\theta .
\end{equation}
Here $E_L$ is the laser photon energy, and $E_L-E$ is that of the scattered photon (Stokes line).

Inside a medium of index $N$ the wavenumber grows to $Nk$, but Snell's law reduces the sine to $\sin\theta/N$. The product $k\sin\theta$ is unchanged. At $10^\circ$, with $\hbar c=197.33$ meV\,$\mu$m,
\[
q=\frac{3241.4-2.94}{197.33}\times0.17365=2.850\ \mu\mathrm{m}^{-1}.
\]

\subsection*{The square-root law and the surface}

Let the density be $n+\delta n$, with $\delta n\propto e^{i(\mathbf q\cdot\mathbf r-\omega t)}$, and let $U=V\delta n$ be the potential energy that this disturbance gives an electron. Continuity and Newton's law, linearized, read
\[
\partial_t\delta n=-n\nabla\!\cdot\mathbf v,\qquad m\,\partial_t\mathbf v=-\nabla U .
\]
Differentiate the first in time and insert the second:
\[
-\omega^2\delta n=\frac nm\nabla^2U=-\frac{nq^2}{m}V\delta n
\quad\Longrightarrow\quad \omega^2=\frac{nq^2V}{m}.
\]

To find $V$, put the surface at $z=0$, the semiconductor at $z>0$ and a thin sheet at $z=d$. Retardation is neglected. Away from the charge, Laplace's equation gives $\phi''=q^2\phi$, so the potential is built from $e^{\pm qz}$:
\begin{align*}
z>0:&\quad \phi=A\left[e^{-q|z-d|}+\beta e^{-q(z+d)}\right],\\
z<0:&\quad \phi=A\,t\,e^{q(z-d)} .
\end{align*}
Continuity of $\phi$ at $z=0$ gives $1+\beta=t$. Continuity of the permittivity times $\phi'$ gives $\varepsilon(1-\beta)=t$. Eliminating $t$,
\[
\beta=\frac{\varepsilon-1}{\varepsilon+1}.
\]
At the sheet, $\phi'$ jumps by $-2qA$; the image term is smooth there. Gauss's law for the charge $-e\,\delta n$ then gives $2\varepsilon_0\varepsilon qA=-e\,\delta n$. Since $U=-e\phi(d)$,
\begin{equation}
V=\frac{e^2}{2\varepsilon_0\varepsilon q}\,G,\qquad G=1+\beta e^{-2qd}.
\end{equation}

There are two square-root limits. For $qd\gg1$, $G\to1$ and your law follows. For $qd\ll1$, $G\to1+\beta=2\varepsilon/(\varepsilon+1)$, which is the same law with $\varepsilon$ replaced by $(\varepsilon+1)/2$. In between, $\omega^2\propto qG$ gives the local slope
\[
\frac{d\ln\omega}{d\ln q}=\frac12\left(1-\frac{2qd\,\beta e^{-2qd}}{1+\beta e^{-2qd}}\right)<\frac12 .
\]
At $q=6\ \mu\mathrm{m}^{-1}$ we have $2qd=1.2$, $\beta e^{-2qd}=0.246$, and a slope of 0.38. This is close to the minimum of the local slope, which runs from 0.41 at $10^\circ$ through 0.38 at $20^\circ$ to 0.44 at $70^\circ$. A straight line through $\ln\sqrt{qG}$ against $\ln q$ at your seven angles has slope 0.40, close to the 0.39 you found.

A metal gate is a different case. If it acts as a perfect conductor, $\phi(0)=0$ requires $\beta=-1$, so $G=1-e^{-2qd}$. For $qd\ll1$ this becomes $2qd$, and
\[
\omega^2=\frac{ne^2d}{\varepsilon_0\varepsilon m}\,q^2 .
\]
In this limit the plasmon energy is linear in $q$. At your depth and angles $qd$ is not small enough for the linear law, but the image term still has the opposite sign, so a formula for a bare surface must not be used under a gate.

\subsection*{The finite width of the well}

In the lowest hard-wall state the electrons have the profile $p(z)=(2/L)\cos^2(\pi z/L)$, with $z$ now measured from the well centre. With motion along $z$ frozen in this state, both the charge and the force on it are averaged over $p$. The direct term becomes
\[
\langle e^{-q|z-z'|}\rangle\simeq1-q\langle|z-z'|\rangle\qquad(qL\ll1).
\]
Let $C(z)$ be the probability of finding an electron below $z$. A plane at height $z$ lies between two independent electrons with probability $2C(1-C)$, and integrating over $z$ gives their mean separation. With $s=z/L$,
\[
C=\tfrac12+g,\qquad g=s+\frac{\sin2\pi s}{2\pi},\qquad C(1-C)=\tfrac14-g^2 .
\]
On $-\frac12<s<\frac12$ the needed integrals are
\[
\int s^2ds=\frac1{12},\quad
\int s\sin2\pi s\,ds=\frac1{2\pi},\quad
\int\sin^2 2\pi s\,ds=\frac12 .
\]
Therefore
\begin{align*}
\int g^2ds&=\frac1{12}+\frac1\pi\,\frac1{2\pi}+\frac1{4\pi^2}\,\frac12
=\frac1{12}+\frac5{8\pi^2},\\
\frac{\langle|z-z'|\rangle}{L}&=2\left(\frac14-\frac1{12}-\frac5{8\pi^2}\right)
=\frac13-\frac5{4\pi^2}=0.2067 .
\end{align*}
The image term acquires the factor $\langle e^{-qz}\rangle^2$. Since $\langle z\rangle=0$ by symmetry, this differs from one in second order in $qL$. To first order,
\begin{equation}
G=1-0.2067\,qL+\beta e^{-2qd}.
\end{equation}

\subsection*{The motion of the electrons}

Newton's law above treated the electrons as initially at rest. To include their Fermi motion, take plane-wave states with energies $E_{\mathbf k}=\hbar^2k^2/2m$ and occupations $f_{\mathbf k}$. To first order in $U$, the equation of motion of the density matrix is
\[
\hbar\omega\,\rho_{\mathbf k+\mathbf q,\mathbf k}
=(E_{\mathbf k+\mathbf q}-E_{\mathbf k})\rho_{\mathbf k+\mathbf q,\mathbf k}
+U(f_{\mathbf k}-f_{\mathbf k+\mathbf q}).
\]
Solve for $\rho$ and sum over $\mathbf k$ and two spins to obtain $\delta n=\chi_0U$. In the term with $f_{\mathbf k+\mathbf q}$, substitute $\mathbf k\to-\mathbf k-\mathbf q$. With $\Delta=E_{\mathbf k+\mathbf q}-E_{\mathbf k}$,
\begin{align*}
\chi_0&=2\int\!\frac{d^2k}{(2\pi)^2}f_{\mathbf k}
\left[\frac1{\hbar\omega-\Delta}-\frac1{\hbar\omega+\Delta}\right]\\
&=2\int\!\frac{d^2k}{(2\pi)^2}f_{\mathbf k}\,\frac{2\Delta}{(\hbar\omega)^2-\Delta^2}
\simeq n\left[\frac{2\langle\Delta\rangle}{(\hbar\omega)^2}
+\frac{2\langle\Delta^3\rangle}{(\hbar\omega)^4}\right].
\end{align*}
The last form holds for $|\Delta|\ll\hbar\omega$; brackets now mean an average over the Fermi disk.

Write $\Delta=a+b$, with $a=\hbar^2q^2/2m$ and $b=\hbar\mathbf q\cdot\mathbf v$. Odd powers of $b$ average to zero. In a uniformly filled disk $\langle v^2\rangle=v_F^2/2$, half of it along $\mathbf q$, so $\langle b^2\rangle=\hbar^2q^2v_F^2/4$. Thus $\langle\Delta\rangle=a$ and $\langle\Delta^3\rangle=3a\langle b^2\rangle+a^3$. The ratio of $a^3$ to the term before it is $(q/k_F)^2/3$. Here $k_F=\sqrt{2\pi n}=137\ \mu\mathrm{m}^{-1}$ and $q\le15.4\ \mu\mathrm{m}^{-1}$, so I drop $a^3$:
\[
\chi_0\simeq\frac{nq^2}{m\omega^2}\left(1+\frac{3q^2v_F^2}{4\omega^2}\right).
\]
A free oscillation needs $U=V\delta n=V\chi_0U$, hence $V\chi_0=1$. Multiply by $\omega^2$, and use the leading result $\omega^2\simeq nq^2V/m$ inside the small term:
\[
\omega^2\simeq\frac{nq^2V}{m}+\frac34q^2v_F^2 .
\]
Since $v_F^2=\hbar^2k_F^2/m^2=2\pi\hbar^2n/m^2$, the new term is also proportional to $n$. Therefore
\begin{equation}
E=\sqrt{nY},\qquad
Y=\hbar^2\left[\frac{e^2qG}{2\varepsilon_0\varepsilon m}+\frac{3\pi\hbar^2q^2}{2m^2}\right].
\end{equation}
With your parameters, and within the random-phase model, this differs by at most 0.18\% from the numerical, noise-free energies at your seven angles.

\subsection*{The fit}

The model is linear in $s=\sqrt n$. For equal energy errors, minimize $\sum(E_i-s\sqrt{Y_i})^2$. Setting the derivative to zero gives $\sum\sqrt{Y_i}(E_i-s\sqrt{Y_i})=0$, so
\begin{equation}
s=\frac{\sum E_i\sqrt{Y_i}}{\sum Y_i},\qquad n=s^2 .
\end{equation}
For independent errors the variance of $s$ is $\sigma^2\sum Y_i/(\sum Y_i)^2=\sigma^2/\sum Y_i$. Since $dn=2s\,ds$, the standard error is $\sigma_n=2s\sigma/\sqrt{\sum Y_i}$. The measured $E$ also enters $q$, but an error of 0.05 meV against $2E_L$ is negligible there.

Measure $n$ in $10^{11}\ \mathrm{cm^{-2}}$, $q$ in $\mu\mathrm{m}^{-1}$, lengths in $\mu$m and $E$ in meV. Then
\[
Y=0.68942\,qG+0.002736\,q^2 .
\]
At $10^\circ$, $2qd=0.570$ and $qL=0.0570$, so
\begin{align*}
G&=1-0.0118+0.8182\,e^{-0.570}=1.451,\\
Y&=0.68942(2.850)(1.451)+0.002736(2.850)^2=2.873 .
\end{align*}
All seven angles give the following; the last two columns are the fitted energies.

\begin{center}
\begin{tabular}{cccccc}
$\theta$ & $q$ & $E$ & $\sqrt Y$ & full & plain\\
10 & 2.850 & 2.94 & 1.6950 & 2.928 & 2.540\\
20 & 5.612 & 3.85 & 2.2126 & 3.822 & 3.565\\
30 & 8.202 & 4.42 & 2.5582 & 4.419 & 4.310\\
40 & 10.543 & 4.85 & 2.8245 & 4.880 & 4.886\\
50 & 12.563 & 5.24 & 3.0361 & 5.245 & 5.334\\
60 & 14.202 & 5.50 & 3.1994 & 5.527 & 5.671\\
70 & 15.409 & 5.76 & 3.3158 & 5.728 & 5.907
\end{tabular}
\end{center}

The sums are $\sum E\sqrt Y=91.113$ and $\sum Y=52.739$. Hence
\[
s=\frac{91.113}{52.739}=1.7276,\quad n=2.985,\quad
\sigma_n=\frac{2(1.7276)(0.05)}{\sqrt{52.739}}=0.024 .
\]
The density is $(2.985\pm0.024)\times10^{11}\ \mathrm{cm^{-2}}$, or $2.985\times10^{15}\ \mathrm{m^{-2}}$. It agrees with the value put in.

\subsection*{Reading the two fits}

Let $\chi^2$ be the sum of squared residuals divided by $\sigma^2$. Seven points and one parameter leave six degrees of freedom. The plain fit has $\chi^2=125.7$, and its residuals fall from $+0.40$ meV at $10^\circ$ to $-0.17$ meV at $60^\circ$ and $-0.15$ meV at $70^\circ$. Its small standard error describes the noise, not the wrong curve. Using $(\varepsilon+1)/2$ instead is no cure: it multiplies the plain density by $11/20$ and gives $1.81\times10^{11}\ \mathrm{cm^{-2}}$.

The full fit has $\chi^2=1.4$. This is low: for six degrees of freedom, the chance of 1.4 or less is $1-e^{-0.7}(1+0.7+0.7^2/2)\approx0.03$. The noise sample is a mild one. The error above uses the known $\sigma$, not the small scatter.

Relative to the plain $Y$, the image term adds 46\% at $10^\circ$ and 3.8\% at $70^\circ$. The width term is $-1.2\%$ and $-6.4\%$ at these angles, and the Fermi term $+1.1\%$ and $+6.1\%$. These two nearly cancel because of your well width. Both are linear in $q$, and they cancel when
\[
0.2067\,L=\frac{0.002736}{0.68942}\ \mu\mathrm m=3.97\ \mathrm{nm},
\]
that is, at $L=19.2$ nm for this mass and permittivity.

\subsection*{Before you use it on a real sample}

Your parameters are rough typical values for a modulation-doped CdTe well, but your synthetic data leave out effects that a real well has. To size them, I recomputed noise-free spectra with each effect included, refitted them with the same $Y$, and compared with the noise-free fit without it.

\begin{itemize}
\item \textbf{Lattice response.} With optical phonons at $E_{TO}=17.5$ and $E_{LO}=21.0$ meV, $\varepsilon$ is multiplied by $(1-E^2/E_{LO}^2)/(1-E^2/E_{TO}^2)$, which exceeds one here. The plasmon energies fall, and the fitted density is 2.5\% too low.
\item \textbf{Exchange.} The Hubbard local field, a rough account of exchange in an ideally thin sheet, subtracts $q/(2\sqrt{q^2+k_F^2})$ from $G$. With it the fitted density is 3.9\% too low, and 6.1\% too low with the lattice response included as well. This probably overstates exchange here. First-order exchange in the high-frequency limit lowers the fitted density by only about 2\% for a thin sheet and 1\% for a 20 nm well; with the latter and the lattice response, the total is about 3\%. Correlation is left out of all these estimates.
\item \textbf{Temperature.} At 10 K the shift is $+0.2\%$.
\end{itemize}

Input errors matter too. On your data, a mass 10\% larger raises the fitted $n$ by 10.4\%, because the main term fixes $n/m$. A depth 10 nm larger raises it by 1.5\%, and adding $1^\circ$ to every angle lowers it by 1.8\%. The statistical error of 0.8\% is therefore not the accuracy of a real measurement. A two-band estimate of nonparabolicity, $2(E_1+E_F)/E_g$ with $E_1=9.4$, $E_F=7.2$ and a rough gap $E_g=1600$ meV, raises the mass by about 2\%.

Of your seven angles, the small ones show the surface most clearly, but they are sensitive to alignment. At $10^\circ$ incidence, collecting at $13^\circ$ instead of $10^\circ$ raises the energy by 0.17 meV, over three times your $\sigma$. A wide collection cone therefore broadens this line.

The model also needs one occupied subband and a plasmon above the electron-hole pair continuum. Here the hard-wall spacing to the second subband is 28 meV, well above $E_F$. The continuum edge $\hbar qv_F+\hbar^2q^2/2m$ at $70^\circ$ is 1.7 meV, well below the plasmon. The subband spacing and the width term both assume a flat-bottomed well with hard walls. A doped well is not flat-bottomed, even with symmetric doping. In the Hartree approximation with hard walls, the electrons' own charge bends the band by about 18 meV at this density. The spacing falls to 25 meV, the coefficient 0.207 rises to 0.218, and the fitted density is 0.2\% too low. Doping on the surface side only puts a strong electric field across the well and moves the electrons about 2 nm off centre. The two numbers become 27.6 meV and 0.202, and the fitted density is 0.4\% too high. Finite barriers let the wave function spread: for an assumed offset of 250 meV and symmetric doping they are about 19 meV and 0.25, and the fitted density is about 1\% too low. For a real sample both numbers should come from a self-consistent calculation of the well. Finally, the fit gives the density while the laser is on; if illumination changes the carrier number, that is not the density in the dark.
